# Why a Maxwellian discharge needs a minimum gas-density-length product: a program that tests the result

```python
"""Minimum gas-density-length product of a Maxwellian discharge.

Result under test: R(T) = K_iz/u_B = C * integral sigma(Tx) x exp(-x) dx,
C = sqrt(8M/(pi m)), has a maximum if sigma(E) tends to zero at high E.
A slab of length l in gas of density n_g then needs N = n_g*l >= N_min, with
N = 2 * integral_0^1 (1-U^2) / (R(1+U^2) + sigma_i U^3) dU.
T: electron temperature in eV; K_iz: ionization rate coefficient;
u_B: Bohm speed; U: ion speed / u_B; sigma_i: ion-neutral cross section.
Cross-section shapes are scaled to a peak value of 1. SI units inside.
"""
import numpy as np
from math import exp, log, pi, sqrt
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn, exp1

q, m_e, k_B = const.e, const.m_e, const.k
mass = 40 * const.atomic_mass
E_iz = 16.0
sigma_peak = 3e-20
sigma_ion = 1e-18
length = 0.10
T_gas = 300.0
C = sqrt(8 * mass / (pi * m_e))
mtorr = 1e-3 * const.torr


def integrate(f, a, b):
    return quad(f, a, b, epsabs=0, epsrel=1e-9, limit=300)[0]


def log_shape(E):
    u = E / E_iz
    return exp(1) * max(log(u), 0.0) / u


late = 4.0                       # moves the peak to (late + 2) * E_iz
E_late = (late + 2) * E_iz


def late_shape(E):
    u = E / E_iz
    return 4 * (late + 1) * max(u - 1, 0.0) / (u + late)**2


def flux_average(shape, T, x_low=0.0):
    start = max(E_iz / T, x_low)
    return integrate(lambda z: shape(T * exp(z)) * exp(2*z - exp(z)),
                     log(start), log(start + 60))


def closed_average(T):
    y = E_iz / T
    return exp(1) * y * exp1(y)


def bohm(T):
    return sqrt(q * T / mass)


def ratio(T):
    return C * sigma_peak * closed_average(T)


def rate_from_definition(T):
    """Average of sigma*v over the Maxwellian speed distribution."""
    v_th = sqrt(2 * q * T / m_e)
    v_min = sqrt(2 * q * E_iz / m_e)
    norm = 4 / (sqrt(pi) * v_th**3)
    return sigma_peak * integrate(
        lambda v: log_shape(max(0.5*m_e*v*v/q, E_iz)) * v**3 * norm
        * exp(-(v / v_th)**2), v_min, v_min + 9 * v_th)


# Closed form against the definition of the rate coefficient
for T in (2.0, 5.0, 37.0, 400.0):
    direct = rate_from_definition(T) / bohm(T)
    assert abs(direct / ratio(T) - 1) < 1e-6

# Slab: conservative fluid equations against the integral over U


def slab_integral(drag):
    return integrate(lambda U: (1-U*U) / (1 + U*U + drag*U**3), 0, 1)


def slab_ode(drag):
    """Half length (in u_B/nu_iz) and edge/centre density ratio."""
    def rhs(x, s):
        flux, mom = s
        n = 0.5 * (mom + sqrt(max(mom**2 - 4*flux**2, 0.0)))
        return [n, -drag * flux**2 / n]

    def sonic(x, s):
        return s[1] - 2 * s[0]
    sonic.terminal = True
    sol = solve_ivp(rhs, (0, 2), [0.0, 1.0], events=sonic,
                    rtol=1e-9, atol=1e-11, max_step=2e-3)
    return sol.t_events[0][0], sol.y_events[0][0][0]


def product(R):
    """Required n_g*l for a given K_iz/u_B."""
    return 2 * slab_integral(sigma_ion / R) / R


assert abs(slab_integral(0.0) - (pi/2 - 1)) < 1e-9
for drag in (0.0, 0.1, 1.0, 10.0):
    assert abs(slab_ode(drag)[0] / slab_integral(drag) - 1) < 1e-5
assert abs(slab_ode(0.0)[1] - 0.5) < 1e-5

# Critical point: transcendental equation against direct minimization of N
y_star = brentq(lambda y: exp1(y) - exp(-y), 0.1, 2.0)
T_star = E_iz / y_star
R_max = ratio(T_star)
N_min = product(R_max)
search = minimize_scalar(
    lambda z: product(C*sigma_peak*flux_average(log_shape, exp(z))) / 1e17,
    bounds=(log(3), log(500)), method='bounded', options={'xatol': 1e-6})
assert abs(exp(search.x) / T_star - 1) < 1e-3
assert abs(search.fun * 1e17 / N_min - 1) < 1e-6
assert R_max < C * sigma_peak

# Uniqueness for a different single-hump cross section


def slope_integral(T):
    """Integral of sigma'(E) E^2 exp(-(E-E_peak)/T)."""
    def f(E):
        u = E / E_iz
        slope = 4*(late+1)/E_iz * (late + 2 - u) / (u + late)**3
        return slope * E**2 * exp(-(E - E_late) / T)
    return integrate(f, E_iz, E_late) + integrate(f, E_late, E_late + 60*T)


for T in (8.0, 40.0, 300.0):
    h = 1e-3
    numeric = (flux_average(late_shape, T*exp(h))
               - flux_average(late_shape, T*exp(-h))) / (2*h)
    formula = exp(-E_late / T) * slope_integral(T) / T**2
    assert abs(numeric - formula) < 1e-5
weighted = [slope_integral(T) for T in np.geomspace(5, 1000, 15)]
assert np.all(np.diff(weighted) < 0)
assert weighted[0] > 0 > weighted[-1]


def count_maxima(shape, temperatures):
    s = np.sign(np.diff([flux_average(shape, T) for T in temperatures]))
    return int(np.sum((s[:-1] > 0) & (s[1:] < 0)))


assert count_maxima(late_shape, np.geomspace(2, 1e4, 40)) == 1
assert count_maxima(lambda E: log_shape(E) + log_shape(E / 1000),
                    np.geomspace(3, 1e6, 45)) == 2

# Cross sections that do not tend to zero
flat = [flux_average(lambda E: 1.0, T) for T in (10, 100, 1000, 10000)]
assert np.all(np.diff(flat) > 0) and flat[-1] < 1
grow = [flux_average(lambda E: E/E_iz - 1, T) for T in (100, 1000, 10000)]
assert grow[1] > 9 * grow[0] and grow[2] > 9 * grow[1]

# Operating points
def gas_density(pressure_mtorr):
    return pressure_mtorr * mtorr / (k_B * T_gas)


def solve_T(N, low, high, average=closed_average):
    return brentq(lambda T: log(product(C*sigma_peak*average(T)) / N),
                  low, high, xtol=1e-11, rtol=1e-12)


n_low, n_use = gas_density(0.1), gas_density(5.0)
T_cool = solve_T(n_low * length, 1.5, T_star)
T_hot = solve_T(n_low * length, T_star, 1e5)
T_use = solve_T(n_use * length, 1.0, T_star)
R_nodrag = (pi - 2) / (n_use * length)
T_nodrag = brentq(lambda T: log(ratio(T) / R_nodrag), 1.0, T_star)

# Stability at constant power and fixed profile: Jacobian of the balances
sheath = log(sqrt(mass / (2 * pi * m_e)))
wall_cost = 2 + 0.5 + sheath     # energy lost per escaping pair, units of T


def stability(T0):
    R0 = ratio(T0)

    def terms(T):
        u = bohm(T)
        gain, loss = n_low * ratio(T) * u, n_low * R0 * u
        return gain, loss, gain * E_iz + loss * wall_cost * T
    power = terms(T0)[2]

    def rhs(state):
        n, energy = state
        gain, loss, cost = terms(energy / (1.5 * n))
        return np.array([n * (gain - loss), power - n * cost])
    centre = np.array([1.0, 1.5 * T0])
    jac = np.zeros((2, 2))
    for j in range(2):
        step = np.zeros(2)
        step[j] = 1e-5 * centre[j]
        jac[:, j] = (rhs(centre+step) - rhs(centre-step)) / (2*step[j])
    y = E_iz / T0
    dR = C*sigma_peak*exp(1) * (exp(-y) - exp1(y)) * y / T0
    det = n_low * bohm(T0) * dR * power / 1.5
    assert abs(np.linalg.det(jac) / det - 1) < 1e-4
    return np.linalg.eigvals(jac).real


eig_cool, eig_hot = stability(T_cool), stability(T_hot)
assert max(eig_cool) < 0
assert max(eig_hot) > 0 > min(eig_hot)

# Two-temperature electrons (half the density each at the sheath edge)
T_a, T_b = 4.0, 40.0
K_mix = 0.5 * (rate_from_definition(T_a) + rate_from_definition(T_b))
u_mix = sqrt(q / mass / (0.5 / T_a + 0.5 / T_b))
R_mix = K_mix / u_mix
assert R_mix > R_max

# Sizes of neglected effects
best = minimize_scalar(lambda z: -flux_average(late_shape, exp(z)),
                       bounds=(log(5), log(2000)), method='bounded')
T_late = exp(best.x)
N_late = product(C * sigma_peak * (-best.fun))
T_use_late = solve_T(n_use * length, 1.2, 40.0,
                     lambda T: flux_average(late_shape, T))
w_end = brentq(lambda w: 1 - 2*w*dawsn(w), 0.5, 1.5)
kinetic = sqrt(2) * integrate(
    lambda w: exp(w*w) * (2 - 4*w*dawsn(w)) / pi, 0, w_end)


def wall_barrier(T):
    edge = slab_ode(sigma_ion / ratio(T))[1]
    return edge, sheath - log(edge)


def escaping_share(T, barrier):
    return flux_average(log_shape, T, barrier) / closed_average(T)


def debye(n, T):
    return sqrt(const.epsilon_0 * T / (n * q))


def relaxation_over_lifetime(n, T, n_g):
    coulomb_log = log(12 * pi * n * debye(n, T)**3)
    v = sqrt(3 * q * T / m_e)
    rate = n * q**4 * coulomb_log / (4*pi*const.epsilon_0**2*m_e**2*v**3)
    return n_g * ratio(T) * bohm(T) / rate


edge_star, barrier_star = wall_barrier(T_star)
edge_use, barrier_use = wall_barrier(T_use)
n_e_star, n_e_use = 1e16, 1e17
n_g_star = N_min / length

print(f"ion mass {mass/const.atomic_mass:.0f} u, E_iz {E_iz:.0f} eV")
print(f"peak ionization cross section {sigma_peak*1e4:.1e} cm2")
print(f"energy of that peak {exp(1)*E_iz:.1f} eV")
print(f"ion-neutral cross section {sigma_ion*1e4:.1e} cm2")
print(f"length {length*100:.0f} cm, gas temperature {T_gas:.0f} K")
print(f"C = sqrt(8M/(pi m)) = {C:.1f}")
print("T(eV)  K_iz(cm3/s)  u_B(cm/s)  K_iz/u_B(cm2)  needed N(cm-2)")
for T in (2, 3, 5, 10, 20, T_star, 100, 300, 1000):
    R = ratio(T)
    print(f"{T:7.2f} {R*bohm(T)*1e6:.3e} {bohm(T)*100:.3e}"
          f" {R*1e4:.3e} {product(R)*1e-4:.3e}")
print(f"y* = E_iz/T* = {y_star:.5f}, T*/E_iz = {1/y_star:.4f}")
print(f"y* E1(y*) = {y_star*exp1(y_star):.5f}")
print(f"critical temperature T* = {T_star:.2f} eV")
print(f"flux-averaged / peak cross section at T* {R_max/C/sigma_peak:.4f}")
print(f"maximum K_iz/u_B = {R_max*1e4:.4e} cm2")
print(f"drag parameter sigma_i/R at T* = {sigma_ion/R_max:.4f}")
print(f"N_min without ion drag = {(pi-2)/R_max*1e-4:.4e} cm-2")
print(f"N_min with ion drag = {N_min*1e-4:.4e} cm-2")
pl_min = N_min * k_B * T_gas / mtorr
print(f"minimum pressure*length = {pl_min*100:.4f} mTorr cm")
print(f"minimum pressure for this length = {pl_min/length:.5f} mTorr")
print(f"0.1 mTorr: n_g = {n_low*1e-6:.3e} cm-3,"
      f" N = {n_low*length*1e-4:.3e} cm-2")
print(f"0.1 mTorr: cool T {T_cool:.2f} eV, hot T {T_hot:.1f} eV")
print(f"0.1 mTorr cool branch eigenvalues {min(eig_cool):.3e},"
      f" {max(eig_cool):.3e} 1/s")
print(f"0.1 mTorr hot branch eigenvalues {min(eig_hot):.3e},"
      f" {max(eig_hot):.3e} 1/s")
print(f"wall energy cost per pair = {wall_cost:.2f} T")
print(f"5 mTorr: n_g = {n_use*1e-6:.3e} cm-3,"
      f" N = {n_use*length*1e-4:.3e} cm-2")
print(f"5 mTorr: cool T {T_use:.3f} eV, without drag {T_nodrag:.3f} eV")
print(f"5 mTorr: drag parameter sigma_i/R = {sigma_ion/ratio(T_use):.2f}")
print(f"two-temperature mix {T_a:.0f} and {T_b:.0f} eV, half each:"
      f" K/u_B over Maxwellian maximum {R_mix/R_max:.3f}")
print(f"later peak at {E_late:.0f} eV: T* {T_late:.1f} eV,"
      f" N_min {N_late*1e-4:.3e} cm-2")
print(f"later peak: N_min ratio {N_late/N_min:.3f},"
      f" T at 5 mTorr {T_use_late:.3f} eV")
print(f"collisionless half length, fluid {pi/2-1:.5f},"
      f" kinetic {kinetic:.5f} (u_B/nu_iz)")
print(f"edge/centre density: at N_min {edge_star:.3f},"
      f" at 5 mTorr {edge_use:.3f}")
print(f"centre-to-wall barrier: at N_min {barrier_star:.2f} T,"
      f" at 5 mTorr {barrier_use:.2f} T")
print(f"ionization by electrons above barrier: at N_min"
      f" {100*escaping_share(T_star, barrier_star):.2f} %,"
      f" at 5 mTorr {100*escaping_share(T_use, barrier_use):.1f} %")
print(f"assumed electron density: at N_min {n_e_star*1e-6:.0e},"
      f" at 5 mTorr {n_e_use*1e-6:.0e} cm-3")
print(f"e-e relaxation time / electron lifetime: at N_min"
      f" {relaxation_over_lifetime(n_e_star, T_star, n_g_star):.1f},"
      f" at 5 mTorr {relaxation_over_lifetime(n_e_use, T_use, n_use):.4f}")
print(f"Debye length at N_min {debye(n_e_star, T_star)*100:.4f} cm")
print(f"electron/gas density at N_min {100*n_e_star/n_g_star:.2f} %")
print(f"peak ionization probability per crossing at N_min"
      f" {100*N_min*sigma_peak:.3f} %")
print("all assertions hold")
```

Printed output:

```
ion mass 40 u, E_iz 16 eV
peak ionization cross section 3.0e-16 cm2
energy of that peak 43.5 eV
ion-neutral cross section 1.0e-14 cm2
length 10 cm, gas temperature 300 K
C = sqrt(8M/(pi m)) = 430.9
T(eV)  K_iz(cm3/s)  u_B(cm/s)  K_iz/u_B(cm2)  needed N(cm-2)
   2.00 2.326e-11 2.196e+05 1.059e-16 4.553e+15
   3.00 3.921e-10 2.690e+05 1.458e-15 6.041e+14
   5.00 3.957e-09 3.473e+05 1.139e-14 9.494e+13
  10.00 2.383e-08 4.911e+05 4.853e-14 2.320e+13
  20.00 6.065e-08 6.946e+05 8.731e-14 1.297e+13
  36.80 9.319e-08 9.421e+05 9.892e-14 1.146e+13
 100.00 1.231e-07 1.553e+06 7.923e-14 1.429e+13
 300.00 1.213e-07 2.690e+06 4.510e-14 2.494e+13
1000.00 9.869e-08 4.911e+06 2.009e-14 5.502e+13
y* = E_iz/T* = 0.43482, T*/E_iz = 2.2998
y* E1(y*) = 0.28149
critical temperature T* = 36.80 eV
flux-averaged / peak cross section at T* 0.7652
maximum K_iz/u_B = 9.8916e-14 cm2
drag parameter sigma_i/R at T* = 0.1011
N_min without ion drag = 1.1541e+13 cm-2
N_min with ion drag = 1.1461e+13 cm-2
minimum pressure*length = 0.3561 mTorr cm
minimum pressure for this length = 0.03561 mTorr
0.1 mTorr: n_g = 3.219e+12 cm-3, N = 3.219e+13 cm-2
0.1 mTorr: cool T 8.06 eV, hot T 452.4 eV
0.1 mTorr cool branch eigenvalues -5.399e+05, -4.835e+04 1/s
0.1 mTorr hot branch eigenvalues -2.580e+06, 1.672e+05 1/s
wall energy cost per pair = 7.18 T
5 mTorr: n_g = 1.609e+14 cm-3, N = 1.609e+15 cm-2
5 mTorr: cool T 2.432 eV, without drag 2.636 eV
5 mTorr: drag parameter sigma_i/R = 23.26
two-temperature mix 4 and 40 eV, half each: K/u_B over Maxwellian maximum 1.190
later peak at 96 eV: T* 66.8 eV, N_min 1.065e+13 cm-2
later peak: N_min ratio 0.930, T at 5 mTorr 2.837 eV
collisionless half length, fluid 0.57080, kinetic 0.57214 (u_B/nu_iz)
edge/centre density: at N_min 0.496, at 5 mTorr 0.298
centre-to-wall barrier: at N_min 5.38 T, at 5 mTorr 5.89 T
ionization by electrons above barrier: at N_min 1.90 %, at 5 mTorr 100.0 %
assumed electron density: at N_min 1e+10, at 5 mTorr 1e+11 cm-3
e-e relaxation time / electron lifetime: at N_min 65.3, at 5 mTorr 0.0249
Debye length at N_min 0.0451 cm
electron/gas density at N_min 0.87 %
peak ionization probability per crossing at N_min 0.344 %
all assertions hold
```
